**Electron above liquid helium: transition frequency and Stark tuning**

The program treats an electron above a flat dielectric with a hard wall, bound by the potential energy −Z e²/(4πε₀z) with Z = 0.007. With b = a₀/Z, W = Z²E_h and φ = eFb/W, the first transition obeys hν = W(3/8 + 9φ/2 − 129φ²/2 + …), where F > 0 presses the electron to the surface. The program asserts the image energy by matching Fourier components at the surface, and the image force by quadrature over the bound surface charge. It diagonalizes a grid Hamiltonian and asserts the two lowest levels, their wave functions, their mean heights, and their linear and quadratic field coefficients. The output gives a zero-field frequency of 120.90 GHz and a linear tuning of 0.8226 GHz per V/cm. Relative to the grid result, the linear law overestimates the shift by 0.80 percent at 1 V/cm and by 3.71 percent at 5 V/cm. Surface penetration, the smoothing of the image potential near the surface, ripples and other electrons are not included.

## Numerical verification

```python
# Electron above a flat dielectric (liquid helium), hard wall at z = 0:
#   H = p^2/(2m) - Z e^2/(4 pi eps0 z) + e F z,   z > 0
# Results under test, with b = a0/Z, W = Z^2 E_h, phi = e F b / W:
#   Z = (eps-1)/(4(eps+1)),  E_n = -W/(2 n^2),  <z>_1 = 3b/2,  <z>_2 = 6b,
#   h nu = W (3/8 + 9/2 phi - 129/2 phi^2 + ...) for the transition 1 -> 2.
# F > 0 presses the electron to the surface. Numerics use eV and nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

Z = 0.007
e, h, hbar, m = const.e, const.h, const.hbar, const.m_e
coulomb = e / (4 * np.pi * const.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
kinetic = hbar**2 / (2 * m * e) * 1e18                 # hbar^2/(2m), eV nm^2
ghz_per_ev = e / h * 1e-9
field_unit = 100 * 1e-9                                # 1 V/cm in V/nm

# Derived formulas
eps = (1 + 4 * Z) / (1 - 4 * Z)
a0 = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
b = a0 / Z
W = Z**2 * hartree
levels = np.array([-W / 2, -W / 8])
means = np.array([1.5 * b, 6 * b])
second = np.array([-1.5, -66.0]) * b**2 / W            # coefficient of (eF)^2
nu0 = 3 * W / 8 * ghz_per_ev
slope = 4.5 * b * field_unit * ghz_per_ev              # GHz per V/cm
curve = -64.5 * b**2 / W * field_unit**2 * ghz_per_ev  # GHz per (V/cm)^2

# Image energy: match Fourier components of the potential at the surface.
# Above: exp(kz) + R exp(-kz); below: T exp(kz); potential and eps*slope match.
R, T = np.linalg.solve([[1.0, -1.0], [-1.0, -eps]], [-1.0, -1.0])
for height in (5.0, 20.0):
    integral = quad(lambda t: R * np.exp(-2 * t), 0, np.inf)[0] / height
    image_energy = 0.5 * coulomb * integral
    assert abs(image_energy / (-Z * coulomb / height) - 1) < 1e-8
    # Force from the bound surface charge, summed over rings (s = rho/height)
    def ring_force(s):
        sigma = -(eps - 1) / (eps + 1) / (2 * np.pi * (1 + s*s)**1.5)
        return sigma * 2 * np.pi * s / (1 + s*s)**1.5
    force = coulomb / height**2 * quad(ring_force, 0, np.inf)[0]
    assert abs(force / (-Z * coulomb / height**2) - 1) < 1e-8

# Grid Hamiltonian from the physical constants, box of 60 b
step = 0.01 * b
z = step * np.arange(1, 6000)
off_diagonal = np.full(z.size - 1, -kinetic / step**2)


def solve_grid(field_v_per_cm, vectors=False):
    diagonal = (2 * kinetic / step**2 - Z * coulomb / z
                + field_v_per_cm * field_unit * z)
    return eigh_tridiagonal(diagonal, off_diagonal, select="i",
                            select_range=(0, 1), eigvals_only=not vectors)


grid_levels, states = solve_grid(0.0, vectors=True)
# Grid error is of relative order (step/b)^2 = 1e-4
assert np.allclose(grid_levels, levels, rtol=2e-4, atol=0)
grid_means = np.array([np.sum(z * states[:, i]**2) for i in (0, 1)])
assert np.allclose(grid_means, means, rtol=2e-4, atol=0)
x = z / b
formula_states = [2 * x * np.exp(-x),
                  (x - x**2 / 2) * np.exp(-x / 2) / np.sqrt(2)]
for i in (0, 1):
    overlap = abs(np.sum(states[:, i] * formula_states[i])) * np.sqrt(step / b)
    assert abs(overlap - 1) < 1e-5

# Linear and quadratic coefficients of each level from small fields +-F
small = 0.2
force_small = small * field_unit
center, plus, minus = solve_grid(0.0), solve_grid(small), solve_grid(-small)
grid_linear = (plus - minus) / (2 * force_small)
grid_second = (plus + minus - 2 * center) / (2 * force_small**2)
assert np.allclose(grid_linear, means, rtol=3e-4, atol=0)
# Looser: second difference amplifies rounding and fourth-order terms
assert np.allclose(grid_second, second, rtol=5e-3, atol=0)

# Frequency shift at finite field
shifts = {}
for F in (1.0, 5.0):
    E = solve_grid(F)
    numeric = ((E[1] - E[0]) - (center[1] - center[0])) * ghz_per_ev
    linear = slope * F
    quadratic = linear + curve * F**2
    assert 0 < numeric < linear
    assert abs(quadratic - numeric) < abs(linear - numeric)
    shifts[F] = (linear, quadratic, numeric)
assert abs(shifts[1.0][1] / shifts[1.0][2] - 1) < 2e-3

# The rounded values claimed for the model
assert abs(nu0 - 120) < 2 and abs(slope - 0.8) < 0.05

barrier = 1.0
decay = np.sqrt(kinetic / barrier)
print(f"Effective charge Z: {Z:.3f}")
print(f"Image charge magnitude 4Z: {4*Z:.3f} e")
print(f"Implied relative permittivity: {eps:.4f}")
print(f"Bohr radius a0: {a0:.6f} nm")
print(f"Hartree energy: {hartree:.4f} eV")
print(f"Length b = a0/Z: {b:.3f} nm")
print(f"Energy unit W: {W*1e3:.4f} meV")
print(f"Level E1: {levels[0]*1e3:.4f} meV")
print(f"Level E2: {levels[1]*1e3:.4f} meV")
print(f"Transition energy: {3*W/8*1e3:.4f} meV")
print(f"Transition frequency at zero field: {nu0:.2f} GHz")
print(f"Same from grid: {(center[1]-center[0])*ghz_per_ev:.2f} GHz")
print(f"Frequency if image charge were 0.007 e: {nu0/16:.2f} GHz")
print(f"Mean height, state 1: {means[0]:.2f} nm")
print(f"Mean height, state 2: {means[1]:.2f} nm")
print(f"Difference of mean heights: {means[1]-means[0]:.2f} nm")
print(f"Linear tuning: {slope:.4f} GHz per V/cm")
print(f"Linear tuning from grid: "
      f"{(grid_linear[1]-grid_linear[0])*field_unit*ghz_per_ev:.4f} GHz per V/cm")
print(f"Quadratic coefficient: {curve:.5f} GHz per (V/cm)^2")
print(f"Quadratic coefficient from grid: "
      f"{(grid_second[1]-grid_second[0])*field_unit**2*ghz_per_ev:.5f}"
      " GHz per (V/cm)^2")
for F, (linear, quadratic, numeric) in shifts.items():
    phi = F * field_unit * b / W
    print(f"Field {F:.0f} V/cm: phi = {phi:.3e} (no unit)")
    print(f"  shift, linear law: {linear:.4f} GHz")
    print(f"  shift, with quadratic term: {quadratic:.4f} GHz")
    print(f"  shift, grid diagonalization: {numeric:.4f} GHz")
    print(f"  quadratic/linear term: {100*curve*F/slope:.2f} percent")
    print(f"  excess of linear law over grid: {100*(linear/numeric-1):.2f} percent")
print(f"Chosen surface barrier: {barrier:.1f} eV")
print(f"Decay length in barrier: {decay:.3f} nm")
print(f"Decay length / b: {decay/b:.4f}")
print("OK")
```

It prints:

```
Effective charge Z: 0.007
Image charge magnitude 4Z: 0.028 e
Implied relative permittivity: 1.0576
Bohr radius a0: 0.052918 nm
Hartree energy: 27.2114 eV
Length b = a0/Z: 7.560 nm
Energy unit W: 1.3334 meV
Level E1: -0.6667 meV
Level E2: -0.1667 meV
Transition energy: 0.5000 meV
Transition frequency at zero field: 120.90 GHz
Same from grid: 120.90 GHz
Frequency if image charge were 0.007 e: 7.56 GHz
Mean height, state 1: 11.34 nm
Mean height, state 2: 45.36 nm
Difference of mean heights: 34.02 nm
Linear tuning: 0.8226 GHz per V/cm
Linear tuning from grid: 0.8226 GHz per V/cm
Quadratic coefficient: -0.00668 GHz per (V/cm)^2
Quadratic coefficient from grid: -0.00669 GHz per (V/cm)^2
Field 1 V/cm: phi = 5.670e-04 (no unit)
  shift, linear law: 0.8226 GHz
  shift, with quadratic term: 0.8159 GHz
  shift, grid diagonalization: 0.8161 GHz
  quadratic/linear term: -0.81 percent
  excess of linear law over grid: 0.80 percent
Field 5 V/cm: phi = 2.835e-03 (no unit)
  shift, linear law: 4.1128 GHz
  shift, with quadratic term: 3.9457 GHz
  shift, grid diagonalization: 3.9656 GHz
  quadratic/linear term: -4.06 percent
  excess of linear law over grid: 3.71 percent
Chosen surface barrier: 1.0 eV
Decay length in barrier: 0.195 nm
Decay length / b: 0.0258
OK
```
